\section*{Phonon shifts of electron levels from perturbation sums and frozen phonons}

\section*{The problem}

Lattice vibrations shift the electron levels of a crystal. One can compute the shift from sums over Bloch states of the primitive cell, or displace the atoms of a supercell and follow the level. This problem works out how the two are related, factors included.

Take a supercell of $N$ primitive cells with periodic boundaries and harmonic lattice motion. One real normal mode has angular frequency $\omega$ and mass-weighted coordinate $Q$, normalised so that its lattice energy is $\tfrac12\dot Q^2+\tfrac12\omega^2Q^2$. Define the dimensionless coordinate
\[
x=Q\sqrt{\omega/\hbar}.
\]
The electron Hamiltonian with the mode frozen at $x$ is $H(x)$, with eigenvalues $E_i(x)$. At $x=0$ write $E_i=E_i(0)$ and
\[
A=\frac{dH}{dx},\qquad B=\frac{d^2H}{dx^2},\qquad \Delta_m=E_i-E_m,
\]
with matrix elements $A_{mi}=\langle m|A|i\rangle$. The level $i$ is non-degenerate unless stated otherwise. The letter $n$ counts phonons.

\section*{(a) Averaging a level over the vibration}

\textit{Suppose the electron level follows the atoms, so that its shift is the average of $E_i(x)-E_i(0)$ over the oscillator state. To second order in $x$, what does each phonon add?}

\subsection*{Solution}

With $x=(b+b^\dagger)/\sqrt2$ and $[b,b^\dagger]=1$,
\[
x^2=\tfrac12\left(b^2+b^{\dagger2}+bb^\dagger+b^\dagger b\right)
=\tfrac12\left(b^2+b^{\dagger2}+2b^\dagger b+1\right).
\]
In a state with $n$ phonons $b^2$ and $b^{\dagger2}$ have no expectation value, and neither has $x$. Hence $\langle x\rangle=0$, $\langle x^2\rangle=n+\tfrac12$, and
\begin{equation}
\Delta E_i(n)=\tfrac12E_i''(0)\langle x^2\rangle=(n+\tfrac12)\,s,\qquad s=\tfrac12E_i''(0).
\label{eq:average}
\end{equation}
Each phonon adds $s$, and the zero-point motion contributes $s/2$. At temperature $T$, $n$ is replaced by $\bar n=1/(e^{\hbar\omega/k_BT}-1)$, so that $\bar n+\tfrac12=\tfrac12\coth(\hbar\omega/2k_BT)$. Different modes are uncorrelated in the harmonic lattice, so their second-order shifts add.

The factor $\tfrac12$ belongs to this coordinate. If instead $z=\sqrt2\,x$ is used, then $d^2/dx^2=2\,d^2/dz^2$, and the same $s$ is the full second derivative $d^2E_i/dz^2$.

\section*{(b) The curvature as a sum over states}

\textit{Express $s$ through matrix elements taken at $x=0$. What changes if $H$ is self-consistent, or if the level is degenerate?}

\subsection*{Solution}

Differentiate $H(x)|i(x)\rangle=E_i(x)|i(x)\rangle$ once, with primes for $d/dx$:
\begin{equation}
H'|i\rangle+H|i'\rangle=E_i'|i\rangle+E_i|i'\rangle.
\label{eq:first}
\end{equation}
Projection on $\langle i|$ cancels the terms with $|i'\rangle$ and gives $E_i'=\langle i|H'|i\rangle$. Projection on $\langle m|$, $m\neq i$, gives
\[
A_{mi}+E_m\langle m|i'\rangle=E_i\langle m|i'\rangle
\quad\Longrightarrow\quad
\langle m|i'\rangle=\frac{A_{mi}}{\Delta_m}.
\]
Now differentiate $E_i'=\langle i|H'|i\rangle$:
\[
E_i''=\langle i|H''|i\rangle+2\,\mathrm{Re}\,\langle i|H'|i'\rangle
=B_{ii}+2\,\mathrm{Re}\sum_m A_{im}\langle m|i'\rangle .
\]
The term $m=i$ drops out: normalisation makes $\langle i|i'\rangle$ imaginary, while $A_{ii}$ is real. Since $A_{im}A_{mi}=|A_{mi}|^2$,
\begin{equation}
s=\tfrac12E_i''=
\underbrace{\sum_{m\ne i}\frac{|A_{mi}|^2}{\Delta_m}}_{F}
+\underbrace{\tfrac12B_{ii}}_{D}.
\label{eq:identity}
\end{equation}
$F$ is the adiabatic Fan term, in which the first-order potential acts twice. $D$ is the Debye-Waller term, in which the second-order potential acts once.

The derivation used the eigenvalue equation at each $x$ and nothing about how $H$ depends on $x$. It therefore holds for Kohn-Sham eigenvalues, provided $A$ and $B$ are total derivatives of the self-consistent Hamiltonian, including the first- and second-order response of the density.

If several levels approach each other, their individual curvatures can grow without limit. Their sum stays regular, because for two members 1 and 2
\[
\frac{|A_{21}|^2}{E_1-E_2}+\frac{|A_{12}|^2}{E_2-E_1}=0 .
\]
For a degenerate level one therefore takes the mean over its members, with $m$ running over states outside the level. This gives the mean shift and not the splitting.

\section*{(c) A quantum phonon}

\textit{In (a) the electron was assumed to follow the atoms. Put one electron into otherwise empty bands, treat the mode as a quantum oscillator, and find the shift to second order in the displacement. When does each phonon add the $s$ of (b)?}

\subsection*{Solution}

The Hamiltonian is
\[
H_0+\hbar\omega(b^\dagger b+\tfrac12)+xA+\tfrac12x^2B .
\]
The last term is already of second order and contributes its expectation value $\tfrac12B_{ii}(n+\tfrac12)$. The term $xA$ acts twice. From $|i,n\rangle$ it reaches
\begin{itemize}
\item $|m,n-1\rangle$, with $|\langle n-1|x|n\rangle|^2=n/2$ and energy denominator $\Delta_m+\hbar\omega$;
\item $|m,n+1\rangle$, with $|\langle n+1|x|n\rangle|^2=(n+1)/2$ and energy denominator $\Delta_m-\hbar\omega$.
\end{itemize}
Thus
\begin{equation}
\Delta E_i(n)=\sum_m\frac{|A_{mi}|^2}{2}\left[\frac{n}{\Delta_m+\hbar\omega}+\frac{n+1}{\Delta_m-\hbar\omega}\right]+\frac{B_{ii}}{2}\left(n+\tfrac12\right).
\label{eq:dynamic}
\end{equation}
The term $m=i$ has $\Delta_i=0$ and equals
\[
\frac{A_{ii}^2}{2}\left[\frac{n}{\hbar\omega}-\frac{n+1}{\hbar\omega}\right]=-\frac{A_{ii}^2}{2\hbar\omega}.
\]
To this order, it is the energy shift from the relaxation of the lattice around the electron. It does not depend on $n$, so it is no part of the shift per phonon. Subtracting successive values of $n$ leaves
\begin{align}
\Delta E_i(n+1)-\Delta E_i(n)
&=\sum_{m\ne i}\frac{|A_{mi}|^2}{2}\left[\frac1{\Delta_m+\hbar\omega}+\frac1{\Delta_m-\hbar\omega}\right]+\frac{B_{ii}}2\nonumber\\
&=\sum_{m\ne i}|A_{mi}|^2\frac{\Delta_m}{\Delta_m^2-(\hbar\omega)^2}+\frac{B_{ii}}2 .
\label{eq:perphonon}
\end{align}
For $\hbar\omega\ll|\Delta_m|$ for every coupled state this becomes $F+D=s$. The error of each Fan term, relative to that term, is $(\hbar\omega)^2/[\Delta_m^2-(\hbar\omega)^2]$, which is quadratic in $\hbar\omega$.

The zero-point shift is less forgiving. It includes the relaxation term $-A_{ii}^2/(2\hbar\omega)$, which the adiabatic average lacks and which, at fixed $A_{ii}$, grows as $\hbar\omega$ falls. For the other states, $m\neq i$, the denominator at $n=0$ is
\[
\frac{1}{\Delta_m-\hbar\omega}=\frac1{\Delta_m}+\frac{\hbar\omega}{\Delta_m(\Delta_m-\hbar\omega)},
\]
so the adiabatic error of their Fan terms is linear in $\hbar\omega$ to leading order. At the bottom of the lowest band all $\Delta_m$ are negative, and the phonon energy then weakens the zero-point Fan term.

\section*{(d) From the supercell to the primitive cell}

\textit{Let the mode be a standing wave of wavevector $q$ in a one-dimensional crystal, where $2q$ is not a reciprocal lattice vector. Let each atomic potential move rigidly with its atom. Write $F$ and $D$ for a Bloch state $|i,k\rangle$, and find how they scale with $N$.}

\subsection*{Solution}

Let atom $\kappa$ of mass $M_\kappa$ in cell $l$ have displacement $u_{\kappa l}$, and let $e_\kappa$ be the polarisation vector with $\sum_\kappa|e_\kappa|^2=1$. The cosine wave is
\[
u_{\kappa l}=x\sqrt{\frac{\hbar}{\omega}}\sqrt{\frac{2}{NM_\kappa}}\;\mathrm{Re}\!\left[e_\kappa e^{iqR_l}\right].
\]
The factor 2 is fixed by the normalisation of $Q$. We have $(\mathrm{Re}[e_\kappa e^{iqR_l}])^2=\tfrac12|e_\kappa|^2+\tfrac12\mathrm{Re}[e_\kappa^2e^{2iqR_l}]$, and the last term sums to zero over the cells. Hence
\begin{equation}
\sum_l\left(\frac{du_{\kappa l}}{dx}\right)^2=\frac{\hbar|e_\kappa|^2}{\omega M_\kappa},
\label{eq:norm}
\end{equation}
and $\sum_{\kappa l}M_\kappa u_{\kappa l}^2=\hbar x^2/\omega=Q^2$, as required. Define
\[
D_q=\frac1{\sqrt N}\sum_{\kappa l}\frac{e_\kappa}{\sqrt{M_\kappa}}e^{iqR_l}\frac{\partial H}{\partial u_{\kappa l}},\qquad
A=\sqrt{\frac{\hbar}{2\omega}}\left(D_q+D_q^\dagger\right).
\]
A lattice translation by $R$ multiplies $D_q$ by $e^{-iqR}$ and a Bloch state by $e^{-ikR}$. So $D_q$ takes $k$ to $k+q$ and $D_q^\dagger$ takes $k$ to $k-q$. These wavevectors are inequivalent, so the two contributions do not interfere:
\begin{equation}
F=\frac{\hbar}{2\omega}\sum_m\left[\frac{|\langle m,k{+}q|D_q|i,k\rangle|^2}{E_{ik}-E_{m,k+q}}+\frac{|\langle m,k{-}q|D_q^\dagger|i,k\rangle|^2}{E_{ik}-E_{m,k-q}}\right].
\label{eq:fanq}
\end{equation}
For the sine wave, $A$ contains $(D_q-D_q^\dagger)/i$. The squared moduli are the same, and so is $F$.

For rigid potentials the second derivative with respect to two different atoms vanishes. By translation symmetry $\langle\partial^2H/\partial u_{\kappa l}^2\rangle$ is the same in every cell. Call it $W_\kappa/N$, where $W_\kappa$ is the sum over cells. With (\ref{eq:norm}),
\begin{equation}
D=\frac{\hbar}{2\omega N}\sum_\kappa\frac{|e_\kappa|^2}{M_\kappa}W_\kappa .
\label{eq:dwq}
\end{equation}
Primitive-cell data thus give the curvature that a supercell yields through
\[
s\simeq\frac{E_i(h)+E_i(-h)-2E_i(0)}{2h^2},
\]
with leading error $h^2E_i''''(0)/24$.

The sum over $l$ in $D_q$ has matrix elements independent of $N$, and $W_\kappa$ is independent of $N$ too. Both $F$ and $D$ of one mode therefore scale as $1/N$. The number of modes grows as $N$, and the total shift is finite if the sum over $q$ converges.

That sum can fail. At a parabolic band edge the intraband denominator is proportional to $q^2$, so for small $q$ it drops below $\hbar\omega$ of an optical phonon. In a three-dimensional polar crystal, where the coupling element grows as $1/q$, the adiabatic sum behaves as $\int q^2dq\,q^{-2}q^{-2}=\int dq/q^2$ and diverges. In one dimension a coupling element that stays finite as $q\to0$ is enough to give the same $\int dq/q^2$. The optical branch of the model in (f) is such a case. At zero temperature the absorption part of the Fan term in (\ref{eq:dynamic}) vanishes and the emission part remains, beside the Debye-Waller term. For an electron at a band bottom its intraband denominator $\Delta_m-\hbar\omega$ never rises above $-\hbar\omega$, so keeping $\hbar\omega$ removes this divergence. At finite temperature $\hbar\omega$ must also be kept in the absorption denominator $\Delta_m+\hbar\omega$, which is then finite as $q\to0$ but vanishes where $|\Delta_m|=\hbar\omega$.

\section*{(e) The Debye-Waller term from first-order potentials}

\textit{Linear response gives first derivatives of $H$. Use translation invariance to obtain the Debye-Waller term from them. What is lost in a self-consistent calculation with two atoms per cell and a $q=0$ mode?}

\subsection*{Solution}

Let $H_\kappa$ be the derivative of $H$ when sublattice $\kappa$ moves as a whole, and $H_{\kappa\kappa'}$ the second derivative. Moving all atoms together carries $H_\kappa$ and $|i\rangle$ along, so $\langle i|H_\kappa|i\rangle$ does not change. Its derivative, with the first-order state from (b), is
\[
0=\sum_{\kappa'}\langle H_{\kappa\kappa'}\rangle+2\,\mathrm{Re}\sum_{m\ne i}\frac{\langle i|H_\kappa|m\rangle\langle m|\sum_{\kappa'}H_{\kappa'}|i\rangle}{\Delta_m}.
\]
Hence
\begin{equation}
W_\kappa\equiv\sum_{\kappa'}\langle H_{\kappa\kappa'}\rangle
=-2\,\mathrm{Re}\sum_{m\ne i}\sum_{\kappa'}\frac{\langle i|H_\kappa|m\rangle\langle m|H_{\kappa'}|i\rangle}{\Delta_m}.
\label{eq:rule}
\end{equation}
For rigid potentials the terms $\kappa'\neq\kappa$ on the left vanish, and this is the $W_\kappa$ needed in (\ref{eq:dwq}). Summing (\ref{eq:rule}) over $\kappa$ also shows that $F+D=0$ for a uniform displacement. Keeping one term without the other would assign a shift to a crystal that has merely been moved.

In a self-consistent calculation the density responds to both atoms jointly, so $H_{12}\neq0$ in general. Let $d_\kappa=du_\kappa/dx$. The full term and the rigid-ion term built from (\ref{eq:rule}) are
\begin{align*}
D&=\tfrac12\left[d_1^2\langle H_{11}\rangle+2d_1d_2\langle H_{12}\rangle+d_2^2\langle H_{22}\rangle\right],\\
D_{\rm rigid}&=\tfrac12\left[d_1^2\langle H_{11}+H_{12}\rangle+d_2^2\langle H_{22}+H_{12}\rangle\right].
\end{align*}
Their difference is
\begin{equation}
D-D_{\rm rigid}=\tfrac12\langle H_{12}\rangle(2d_1d_2-d_1^2-d_2^2)=-\tfrac12\langle H_{12}\rangle(d_1-d_2)^2 .
\label{eq:missing}
\end{equation}
It vanishes for a uniform displacement and is largest, for given $|d_1|$ and $|d_2|$, when the atoms move against each other.

\section*{(f) Numbers for a model crystal}

\textit{A cell of length $a=0.5$ nm holds Gaussian wells $-V_\kappa e^{-r^2/2\sigma^2}$ with $\sigma=0.05$ nm and depths 8 and 5 eV, at $0$ and $0.4a$. The masses are 20 and 30 u, and the springs are 60 N/m within a cell and 40 N/m between cells. Take the bottom of the lowest band and the optical mode at $q=2\pi/(4a)$ in four cells. Compare the two routes and judge the approximations.}

\subsection*{Solution}

The phonon energy is 43.42 meV, and at $x=1$ the wave amplitudes are 3.91 and 2.42 pm. The Bloch sums (\ref{eq:fanq}) and (\ref{eq:dwq}) give
\[
s=F+D=(-3.961+1.283)\ \mathrm{meV}=-2.679\ \mathrm{meV}\quad(-4.292\times10^{-22}\ \mathrm{J}).
\]
Half the curvature from displaced supercells is $-2.679$ meV, for the cosine and for the sine wave. At this $q$ the sine wave is the cosine wave moved by one cell, so these two must agree. Eight cells give $-1.339$ meV, half as much, as (d) requires. Over 24 comparisons (three bands, two branches, two values of $k$, both standing waves), of which 12 are distinct, the largest mismatch was $10^{-7}$ of $|F|+|D|$. Both routes use the same plane waves, so this tests the identity and not the convergence of the basis.

At 300 K, $\bar n=0.229$, and in the adiabatic approximation the mode shifts the level by $0.729\times(-2.679)=-1.95$ meV. The cosine and sine waves together give $-3.91$ meV. This is the share of one pair of modes, not the temperature shift of the band edge.

\textit{Finite phonon energy.} The electron and the quantised mode were diagonalised together, with the coupling reduced a hundredfold and the shift scaled back, to isolate the second order. Each phonon then adds $-2.721$ meV, 1.6\% more in magnitude than $s$. The nearest coupled state lies 276.3 meV away in the same band, which supplies $-1.651$ meV of $F$. By (\ref{eq:perphonon}) its correction is
\[
-1.651\times\frac{43.42^2}{276.3^2-43.42^2}\ \mathrm{meV}=-0.042\ \mathrm{meV},
\]
which accounts for the difference. The zero-point shift is $-1.220$ meV against the adiabatic $s/2=-1.339$ meV, a change of 9\% of the latter. The same state explains most of it: $\tfrac12\times1.651\times43.42/(276.3+43.42)=0.112$ meV out of 0.119 meV.

\textit{Higher orders in the displacement.} For the cosine wave with $e_1$ real, averaging the full $E_i(x)$ over the ground-state density gives $-1.348$ meV, 0.7\% beyond $s/2$ in magnitude. This small difference depends on the phase of the standing wave, because $4q$ is a reciprocal lattice vector here and the fourth-order terms are sensitive to the phase. As the phase varies, it ranges from about 0.5\% short of $s/2$ to about 0.8\% beyond it. Odd powers of $x$ average to zero, so the remainder should start at fourth order and grow 16-fold when the amplitude doubles. Between 0.2 and 0.4 of the zero-point amplitude the computed ratio is 15.98. This average keeps the oscillator unperturbed and so misses a larger term of the same order. With the electron present, $sx^2$ changes the frequency to $\omega\sqrt{1+2s/\hbar\omega}$. This adds $-s^2/(4\hbar\omega)=-0.041$ meV at zero point, 3\% of $s/2$, and $-s^2/(2\hbar\omega)=-0.083$ meV per phonon, twice the finite-phonon-energy correction above. With the electron and the cosine mode diagonalised together at full coupling, the zero-point shift is $-1.27$ meV and the first phonon adds $-2.84$ meV.

\textit{A level with a linear slope.} In a ring of one cell the $q=0$ optical mode has $A_{ii}\neq0$. For the lowest level the relaxation term $-A_{ii}^2/(2\hbar\omega)$ is $-15.83$ meV and dominates the zero-point shift of $-17.70$ meV. To second order the shift per phonon is $-3.773$ meV in both the quantised and the adiabatic calculation, so the large slope does not enter it at this order. At full coupling the first phonon adds $-4.19$ meV. The quadratic term alone gives $\hbar\omega\,(\sqrt{1+2s/\hbar\omega}-1)=-3.94$ meV, with $\hbar\omega=46.63$ meV. Most of the rest arises because the relaxation displaces the oscillator to where higher derivatives of $E_i(x)$ change the curvature.

\textit{Self-consistency.} Now let two electrons fill the lowest orbital of this ring and act through a mean field proportional to their density, with strength 0.5 eV\,nm. The derivatives of $H$ are taken from converged calculations at displaced positions. For the next, empty level
\[
F+D=(-2.038+7.146)\ \mathrm{meV}=5.108\ \mathrm{meV},
\]
equal to half the curvature. The rigid-ion term is 7.512 meV instead of 7.146 meV. The difference of $-0.3655$ meV agrees with the $-0.3656$ meV that (\ref{eq:missing}) gives when evaluated from the mixed derivative. In this model the rigid-ion form would make the total shift 7\% too large, while the frozen phonon contains the missing term from the start.

\section*{Numbers as computed}
\begin{verbatim}
cell length a: 0.5 nm
well width: 0.05 nm
well depth, atom 1: 8 eV
well depth, atom 2: 5 eV
position of atom 2: 0.4 a
mass of atom 1: 20 u
mass of atom 2: 30 u
spring inside cell: 60 N/m
spring between cells: 40 N/m
cells in main supercell: 4
optical omega at q: 6.59678e+13 rad/s
optical phonon energy: 43.4208 meV
wave amplitude at x=1, atom 1: 3.91299 pm
wave amplitude at x=1, atom 2: 2.41609 pm
undisplaced level: -3.7329206 eV
nearest coupled level distance: 276.27 meV
Fan per phonon: -3.96133 meV
  of which same band: -1.65116 meV
DW per phonon: 1.28265 meV
Fan + DW per phonon: -2.67868 meV
half curvature, cosine wave: -2.67868 meV
half curvature, sine wave: -2.67868 meV
Fan + DW per phonon: -4.29172e-22 J
half curvature, 8 cells: -1.33934 meV
acoustic Fan + DW: -2.31374 meV
acoustic half curvature: -2.31374 meV
number of supercell comparisons: 24
largest relative mismatch: 9.7e-08
quantised mode, per phonon: -2.72063 meV
quantised mode, zero-point: -1.22033 meV
adiabatic zero-point: -1.33934 meV
full ground-state average: -1.34845 meV
remainder ratio, amplitude x2: 15.98
temperature: 300 K
mean phonon number: 0.229181
one-mode shift at T: -1.95324 meV
cosine+sine shift at T: -3.90649 meV
ring phonon energy: 46.6284 meV
ring n-independent diagonal term: -15.8296 meV
ring quantised, zero-point: -17.6953 meV
ring quantised, per phonon: -3.77349 meV
ring adiabatic per phonon: -3.7732 meV
contact strength, SCF ring: 0.5 eV nm
SCF ring Fan: -2.0384 meV
SCF ring full DW: 7.14642 meV
SCF ring Fan + full DW: 5.10802 meV
SCF ring half curvature: 5.10802 meV
SCF ring rigid-ion DW: 7.51191 meV
SCF ring missing mixed term: -0.365556 meV
\end{verbatim}
